**Bragg-mirror penetration depth and DBR-laser mode spacing**

A lossless grating of length \(L\) and coupling constant \(\kappa\) has, at its Bragg frequency, the reflection delay of a fixed-phase mirror at depth \(L_{\rm pen}=\tanh(\kappa L)/(2\kappa)\). The laser's linear mode spacing is \(c/[2(n_{ga}L_a+n_{gp}L_p+n_{gg}L_{\rm pen})]\), where \(L_a\) and \(L_p\) are the gain and passive lengths and \(n_{ga}\), \(n_{gp}\), \(n_{gg}\) are the group indices of the gain section, passive section and grating. The program asserts the depth against a Helmholtz solution through all 1240 grating periods for \(\kappa L=0.2\), 1.502 and 4. Matrix exponentials of the coupled-wave equations test the reflection coefficient, the stored energy, the cubic phase term and the weak and strong limits. A complete laser at threshold, with outgoing waves only and with frequency and gain unknown, tests the mode spacing. For the example the depth is 90.54 µm and the linear spacing 67.36 GHz. The full phase condition and the complete laser both give 66.44 GHz between the Bragg mode and its neighbours. The output also sizes the effects of grating loss, a reflecting joint, group-index uncertainty and heating of the gain section.

## Verification by program

```python
"""
Result under test: a lossless Bragg grating of length L and coupling kappa has,
at its Bragg frequency, the reflection delay of a fixed-phase mirror at depth
    L_pen = tanh(kappa L) / (2 kappa),
and a laser made of a facet, a gain section, a passive section and the grating
has the mode spacing
    c / (2 (n_ga L_a + n_gp L_p + n_gg L_pen)),   n_g.. = group indices.
Time factor exp(-i omega t); detuning delta = beta - beta_Bragg.
Independent roads: Helmholtz equation through every grating period, matrix
exponentials of the coupled-wave equations, and a complete laser at threshold.
All lengths are in metres inside the program.
"""
import numpy as np
from scipy.constants import c
from scipy.integrate import simpson
from scipy.linalg import expm
from scipy.optimize import brentq, root

# Rough typical values for an InGaAsP/InP laser
bragg_wavelength = 1550e-9
mean_index = 3.2
group_gain, group_passive, group_grating = 3.8, 3.7, 3.7
gain_length = 400e-6
nominal_passive_length = 100e-6
periods = 1240
kappa = 50e2
grating_loss = 5e2            # power loss per metre, used only for sizing
joint_index_step = 0.02       # used only for sizing
index_per_kelvin = 2e-4       # used only for sizing
group_uncertainty = 0.1       # used only for sizing

bragg_frequency = c / bragg_wavelength
period = bragg_wavelength / (2 * mean_index)
grating_length = periods * period
index_amplitude = kappa * bragg_wavelength / np.pi


def penetration(coupling, length):
    return np.tanh(coupling * length) / (2 * coupling)


def reflection(detuning, coupling, length):
    """Derived coupled-wave reflection; complex detuning describes loss."""
    g = np.sqrt(complex(coupling**2 - detuning**2))
    s, ch = np.sinh(g * length), np.cosh(g * length)
    return 1j * coupling * s / (g * ch - 1j * detuning * s)


def coupled_matrix(detuning, coupling, distance):
    """Direct propagation of the two wave amplitudes."""
    return expm(distance * np.array([[1j * detuning, 1j * coupling],
                                     [-1j * coupling, -1j * detuning]]))


def reflection_direct(detuning, coupling, length):
    m = coupled_matrix(detuning, coupling, length)
    return -m[1, 0] / m[1, 1]


def dispersive_index(offset, group):
    return mean_index + (group - mean_index) * offset / bragg_frequency


def layer(k, n, thickness):
    """Helmholtz propagation of the pair (E, E'/k) through a uniform layer."""
    a = k * n * thickness
    return np.array([[np.cos(a), np.sin(a) / n],
                     [-n * np.sin(a), np.cos(a)]], dtype=complex)


def helmholtz_grating(offset, amplitude, slices=100):
    k = 2 * np.pi * (bragg_frequency + offset) / c
    n0 = dispersive_index(offset, group_grating)
    one_period = np.eye(2, dtype=complex)
    for j in range(slices):
        n = n0 + amplitude * np.cos(2 * np.pi * (j + 0.5) / slices)
        one_period = layer(k, n, period / slices) @ one_period
    return np.linalg.matrix_power(one_period, periods), n0


def helmholtz_reflection(offset, amplitude):
    m, n = helmholtz_grating(offset, amplitude)
    e, f = np.linalg.solve(m, np.array([1, 1j * n]))
    return (e - f / (1j * n)) / (e + f / (1j * n))


# Phase slope from the Helmholtz equation: weak, medium and strong gratings
slope_results = []
step = 0.2e9
for strength in (0.2, kappa * grating_length, 4.0):
    coupling = strength / grating_length
    amplitude = coupling * bragg_wavelength / np.pi
    ratio = (helmholtz_reflection(step, amplitude)
             / helmholtz_reflection(-step, amplitude))
    delay = np.angle(ratio) / (4 * np.pi * step)
    depth = c * delay / (2 * group_grating)
    formula = penetration(coupling, grating_length)
    assert abs(depth / formula - 1) < 3e-3, (strength, depth, formula)
    slope_results.append((strength, depth, formula))

# Weak and strong limits, checked with the direct coupled-wave propagation
for strength, limit in ((0.02, grating_length / 2),
                        (8.0, grating_length / 16)):
    coupling = strength / grating_length
    d = 1e-3 / grating_length
    ratio = (reflection_direct(d, coupling, grating_length)
             / reflection_direct(-d, coupling, grating_length))
    assert abs(np.angle(ratio) / (4 * d) / limit - 1) < 1e-3

# Reflection formula inside and outside the stop band, without and with loss
for x in (0, 0.6, 1.3, 2.5, 0.4 + 0.05j):
    a = reflection(x * kappa, kappa, grating_length)
    b = reflection_direct(x * kappa, kappa, grating_length)
    assert abs(a - b) < 1e-9
helmholtz_power = abs(helmholtz_reflection(0, index_amplitude))**2
peak_power = np.tanh(kappa * grating_length)**2
assert abs(helmholtz_power - peak_power) < 1e-3

# Stored energy at the Bragg frequency, from the fields inside the grating
positions = np.linspace(0, grating_length, 201)
start = np.array([1, reflection_direct(0, kappa, grating_length)])
density = [np.sum(abs(coupled_matrix(0, kappa, z) @ start)**2)
           for z in positions]
energy_length = simpson(density, x=positions)
depth = penetration(kappa, grating_length)
assert abs(energy_length / (2 * depth) - 1) < 1e-6

# Cubic term of the reflection phase
T = np.tanh(kappa * grating_length)
cubic = (T / 2 - kappa * grating_length * (1 - T**2) / 2 - T**3 / 3) / kappa**3
d = 0.05 * kappa
phase = np.angle(reflection_direct(d, kappa, grating_length)
                 / reflection_direct(0, kappa, grating_length))
assert abs((phase - 2 * depth * d) / d**3 / cubic - 1) < 1e-2

# Trim the passive section so that one mode lies at the Bragg frequency
k0 = 2 * np.pi / bragg_wavelength
raw_phase = (2 * k0 * mean_index * (gain_length + nominal_passive_length)
             + np.pi / 2)
trim = (-raw_phase % (2 * np.pi)) / (2 * k0 * mean_index)
passive_length = nominal_passive_length + trim

path_gain = group_gain * gain_length
path_passive = group_passive * passive_length
path_grating = group_grating * depth
path_total = path_gain + path_passive + path_grating
spacing = c / (2 * path_total)


def round_trip_phase(offset):
    """Phase relative to its value at the Bragg frequency."""
    detuning = 2 * np.pi * group_grating * offset / c
    r_ratio = (reflection(detuning, kappa, grating_length)
               / reflection(0, kappa, grating_length))
    return 4 * np.pi * offset * (path_gain + path_passive) / c + np.angle(r_ratio)


neighbour = brentq(lambda v: round_trip_phase(v) - 2 * np.pi, 0, 1.2 * spacing)
straddling = 2 * brentq(lambda v: round_trip_phase(v) - np.pi, 0, spacing)
linear_detuning = 2 * np.pi * group_grating * spacing / c
corrected = spacing * (1 - cubic * linear_detuning**3 / (2 * np.pi))
assert abs(corrected / neighbour - 1) < 4e-3

facet_amplitude = (mean_index - 1) / (mean_index + 1)


def laser_mode(guess, gain_index_shift=0.0):
    """Threshold of the complete laser: only outgoing waves at both ends."""
    def incoming(unknown):
        offset, gain = unknown[0] * spacing, unknown[1] / gain_length
        k = 2 * np.pi * (bragg_frequency + offset) / c
        n_gain = (dispersive_index(offset, group_gain) + gain_index_shift
                  - 0.5j * gain / k)
        n_passive = dispersive_index(offset, group_passive)
        m, n_end = helmholtz_grating(offset, index_amplitude)
        field = np.array([1, -1j])
        field = layer(k, n_gain, gain_length) @ field
        field = layer(k, n_passive, passive_length) @ field
        e, f = m @ field
        wave = (e - f / (1j * n_end)) / 2
        return [wave.real, wave.imag]

    detuning = 2 * np.pi * group_grating * guess / c
    r_abs = abs(reflection(detuning, kappa, grating_length))
    answer = root(incoming, [guess / spacing, -np.log(facet_amplitude * r_abs)])
    assert np.max(np.abs(answer.fun)) < 1e-7
    return answer.x[0] * spacing, answer.x[1] / gain_length


central_offset, central_gain = laser_mode(0.0)
upper_offset, upper_gain = laser_mode(neighbour)
lower_offset, lower_gain = laser_mode(-neighbour)
laser_spacing = (upper_offset - lower_offset) / 2
assert abs(central_offset) < 5e-3 * spacing
assert abs(laser_spacing / neighbour - 1) < 2e-3
assert abs(laser_spacing / spacing - 1) < 3e-2
assert upper_gain > central_gain and lower_gain > central_gain

# Heating the gain section alone: index change that moves the comb one spacing
hop_index = bragg_wavelength / (2 * gain_length)
shifted_offset, _ = laser_mode(0.0, hop_index)
assert abs(shifted_offset) < 1e-2 * spacing
hop_temperature = hop_index / index_per_kelvin

# Effect of grating loss on the penetration depth
d = 1e-3 * kappa
ratio = (reflection(d + 0.5j * grating_loss, kappa, grating_length)
         / reflection(-d + 0.5j * grating_loss, kappa, grating_length))
lossy_depth = np.angle(ratio) / (4 * d)
lossy_spacing = c / (2 * (path_gain + path_passive + group_grating * lossy_depth))

# Worst effect of a weak reflection at the gain/passive joint
joint_amplitude = joint_index_step / (2 * mean_index)
angles = np.linspace(0, 2 * np.pi, 4001)
inner = T * np.exp(1j * angles)
combined = (joint_amplitude + inner) / (1 + joint_amplitude * inner)
slope_change = np.max(abs(np.gradient(np.unwrap(np.angle(combined)), angles) - 1))
assert abs(slope_change / (joint_amplitude * (T + 1 / T)) - 1) < 2e-2
joint_effect = slope_change * (path_passive + path_grating) / path_total

uncertain_spacing = c / (2 * (path_total + group_uncertainty * gain_length))
no_depth = c / (2 * (path_gain + path_passive))
full_depth = c / (2 * (path_gain + path_passive + group_grating * grating_length))
neighbour_detuning = 2 * np.pi * group_grating * neighbour / c
neighbour_power = abs(reflection(neighbour_detuning, kappa, grating_length))**2
stop_band = c * kappa / (np.pi * group_grating)
to_nm = bragg_wavelength**2 / c * 1e9


def show(label, value, unit="", digits=4):
    print(f"{label}: {value:.{digits}f} {unit}".rstrip())


show("Bragg wavelength", bragg_wavelength * 1e9, "nm", 1)
show("Mean index", mean_index, "", 2)
show("Group index, gain section", group_gain, "", 2)
show("Group index, passive section", group_passive, "", 2)
show("Group index, grating", group_grating, "", 2)
show("Gain length", gain_length * 1e6, "um", 2)
show("Passive length after trim", passive_length * 1e6, "um", 3)
show("Grating period", period * 1e9, "nm", 3)
print("Grating periods:", periods)
show("Grating length", grating_length * 1e6, "um", 2)
show("Coupling kappa", kappa / 100, "cm^-1", 1)
show("Index amplitude", index_amplitude, "", 5)
show("kappa L", kappa * grating_length)
show("tanh(kappa L)", T)
show("Peak power reflectivity, formula", peak_power)
show("Peak power reflectivity, Helmholtz", helmholtz_power)
show("Penetration depth", depth * 1e6, "um", 2)
for strength, found, formula in slope_results:
    print(f"kappa L {strength:.3f}: depth Helmholtz {found*1e6:.2f} um, "
          f"formula {formula*1e6:.2f} um")
show("Energy integral at Bragg", energy_length * 1e6, "um", 2)
show("Group path, gain", path_gain * 1e6, "um", 1)
show("Group path, passive", path_passive * 1e6, "um", 1)
show("Group path, grating", path_grating * 1e6, "um", 1)
show("Group path, total", path_total * 1e6, "um", 1)
show("Mode spacing, linear formula", spacing / 1e9, "GHz", 2)
show("Mode spacing, linear formula", spacing * to_nm, "nm", 4)
show("Full stop band, |delta| < kappa", stop_band / 1e9, "GHz", 2)
show("Cubic coefficient times kappa^3", cubic * kappa**3, "", 4)
show("Bragg mode to neighbour, cubic correction", corrected / 1e9, "GHz", 2)
show("Bragg mode to neighbour, full phase", neighbour / 1e9, "GHz", 2)
show("Bragg mode to neighbour, complete laser", laser_spacing / 1e9, "GHz", 2)
show("Pair straddling Bragg, full phase", straddling / 1e9, "GHz", 2)
show("Neighbour detuning over kappa", neighbour_detuning / kappa, "", 3)
show("Power reflectivity at neighbour", neighbour_power)
show("Threshold gain, Bragg mode", central_gain / 100, "cm^-1", 2)
show("Threshold gain, upper neighbour", upper_gain / 100, "cm^-1", 2)
show("Spacing if depth were zero", no_depth / 1e9, "GHz", 2)
show("Spacing if depth were whole grating", full_depth / 1e9, "GHz", 2)
show("Assumed grating loss", grating_loss / 100, "cm^-1", 1)
show("Penetration depth with loss", lossy_depth * 1e6, "um", 2)
show("Spacing change from loss", 100 * (lossy_spacing / spacing - 1), "%", 3)
show("Assumed index step at joint", joint_index_step, "", 3)
show("Joint amplitude reflection", joint_amplitude, "", 5)
show("Largest spacing change from joint", 100 * joint_effect, "%", 3)
show("Assumed gain group-index uncertainty", group_uncertainty, "", 2)
show("Spacing change if gain group index is higher by this",
     100 * (uncertain_spacing / spacing - 1), "%", 2)
show("Assumed index change per kelvin", index_per_kelvin * 1e4, "1e-4/K", 1)
show("Gain index change for one-spacing shift", hop_index, "", 6)
show("Gain heating for one-spacing shift", hop_temperature, "K", 2)
print("success")
```

Printed output:

```
Bragg wavelength: 1550.0 nm
Mean index: 3.20
Group index, gain section: 3.80
Group index, passive section: 3.70
Group index, grating: 3.70
Gain length: 400.00 um
Passive length after trim: 100.057 um
Grating period: 242.187 nm
Grating periods: 1240
Grating length: 300.31 um
Coupling kappa: 50.0 cm^-1
Index amplitude: 0.00247
kappa L: 1.5016
tanh(kappa L): 0.9054
Peak power reflectivity, formula: 0.8198
Peak power reflectivity, Helmholtz: 0.8197
Penetration depth: 90.54 um
kappa L 0.200: depth Helmholtz 148.19 um, formula 148.19 um
kappa L 1.502: depth Helmholtz 90.55 um, formula 90.54 um
kappa L 4.000: depth Helmholtz 37.52 um, formula 37.51 um
Energy integral at Bragg: 181.09 um
Group path, gain: 1520.0 um
Group path, passive: 370.2 um
Group path, grating: 335.0 um
Group path, total: 2225.2 um
Mode spacing, linear formula: 67.36 GHz
Mode spacing, linear formula: 0.5398 nm
Full stop band, |delta| < kappa: 128.96 GHz
Cubic coefficient times kappa^3: 0.0700
Bragg mode to neighbour, cubic correction: 66.51 GHz
Bragg mode to neighbour, full phase: 66.44 GHz
Bragg mode to neighbour, complete laser: 66.44 GHz
Pair straddling Bragg, full phase: 67.14 GHz
Neighbour detuning over kappa: 1.030
Power reflectivity at neighbour: 0.6827
Threshold gain, Bragg mode: 18.65 cm^-1
Threshold gain, upper neighbour: 20.93 cm^-1
Spacing if depth were zero: 79.30 GHz
Spacing if depth were whole grating: 49.94 GHz
Assumed grating loss: 5.0 cm^-1
Penetration depth with loss: 89.90 um
Spacing change from loss: 0.107 %
Assumed index step at joint: 0.020
Joint amplitude reflection: 0.00312
Largest spacing change from joint: 0.200 %
Assumed gain group-index uncertainty: 0.10
Spacing change if gain group index is higher by this: -1.77 %
Assumed index change per kelvin: 2.0 1e-4/K
Gain index change for one-spacing shift: 0.001937
Gain heating for one-spacing shift: 9.69 K
success
```
